Size-independent SCF screening in undoped graphene and its loss on doping

**1. What scaling fixes**

Hartree atomic units are used (ħ = e = mₑ = 1). An undoped graphene sheet with bands ±v|k| has no length of its own: its one parameter is the velocity v. The static response χ₀(q) is a number density per unit potential energy. A wave of wavenumber q supplies a density q² and an energy vq. If the response integral converges without a cut-off, then

χ₀(q) = −C q²/(vq) = −C q/v,

with C a pure number. The Coulomb interaction within a sheet is 2π/q, so the product (2π/q)χ₀ = −2πC/v does not contain q. Long waves are screened no more strongly than short ones, and a larger cell brings no charge sloshing.

Doping adds a length 1/kF. A uniform potential then changes the density by a finite amount, the density of states times the potential. So χ₀ tends to a constant at small q, and its product with 2π/q grows as 1/q, that is, as the cell length. What remains is to find C, the doped response, and the conditions.

**2. Setting and theorem**

Assumptions:

(A1) Each valley has the Hamiltonian v σ·k. Two spins and two valleys give degeneracy g = 4. The wave is too long to connect the valleys.

(A2) The self-consistent potential is the Hartree potential; the exchange-correlation kernel is omitted. The velocity v is that of the bands used in the SCF loop.

(A3) The temperature is zero and the k sum is converged.

(A4) The sheet is infinitely thin and isolated in vacuum.

Let F(n) be the density produced by the potential built from n. The residual is R(n) = n − F(n), and linear mixing sets n_new = n − αR(n). A density error δn of wavenumber q changes the potential by (2π/q)δn and the output by χ₀(2π/q)δn. Hence

δR = ε(q) δn, ε(q) = 1 − (2π/q)χ₀(q).

The reference sheet is uniform, so plane waves are the eigenvectors. Let L be the period of the slowest wave in the cell, q = 2π/L. For a hexagonal M×M supercell of lattice constant a, L = (√3/2)Ma.

**Theorem.** Under (A1)–(A4):

(a) Undoped: χ₀ = −q/(4v) and ε = ε₀ = 1 + π/(2v), for every L.

(b) Doped, q ≤ 2kF: χ₀ = −2kF/(πv), and

ε = 1 + 4kF/(vq) = 1 + 2kF L/(πv), for L ≥ π/kF.

(c) Doped, q > 2kF:

χ₀ = −q/(4v) − (2/(πv)) [kF − (kF/2)√(1 − 4kF²/q²) − (q/4) arcsin(2kF/q)].

**3. Three lemmas**

**Lemma 1 (mixing).** One step multiplies the error by 1 − αε. Every wave converges if 0 < α < 2/ε_max. For eigenvalues spread from 1 to ε_max, the best α is 2/(1 + ε_max), with worst factor (ε_max − 1)/(ε_max + 1) in magnitude.

Proof. δn_new = δn − αε δn, and |1 − αε| < 1 gives the limit. Over the interval, the largest magnitude occurs at an end. Raising α lowers 1 − α and raises αε_max − 1, so the optimum makes them equal: α(1 + ε_max) = 2. Substitution gives the factor. ∎

**Lemma 2 (response sum).** With k′ = |k + q| and θ the angle between k and k + q,

χ₀ = g ∫ d²k/(2π)² Σ_{s,s′=±} [(1 + ss′cos θ)/2] (f_{s,k} − f_{s′,k+q})/(svk − s′vk′).

Proof. Let a potential V with Fourier part V_q e^{iq·r} act on states a. First-order perturbation theory gives

|δa⟩ = Σ_b |b⟩⟨b|V|a⟩/(E_a − E_b).

The density component is the sum of f_a⟨a|e^{−iq·r}|δa⟩ and f_a⟨δa|e^{−iq·r}|a⟩, divided by the area. The first gives f_a|⟨b|e^{iq·r}|a⟩|²/(E_a − E_b). In the second, exchanging the labels a and b gives the same expression with −f_b in place of f_a. Together they give (f_a − f_b)/(E_a − E_b), with b at wavevector k + q.

The spinors are (1, s e^{iφ})/√2, where φ is the direction of k. Their squared overlap is |1 + ss′e^{i(φ′−φ)}|²/4 = (1 + ss′cos θ)/2. The other valley has mirrored spinors and the same overlap. ∎

**Lemma 3 (carriers).** Adding conduction electrons with occupation f(k) changes the response by

δχ = −(2/(πv)) ∫₀^∞ dk f(k) S(k,q),

S = 1 − √(1 − 4k²/q²) for 2k < q, and S = 1 for 2k > q.

Holes of occupation f(k) give the same change.

Proof. The sum in Lemma 2 is linear in the occupations. Its summand is integrable, so pairs with |E_a − E_b| < η may be removed and η sent to zero; each half may then be treated as a principal value. An added occupation enters once as f_a and once as −f_b. Relabelling the second term and reversing k shows that the two are equal, which gives a factor 2.

For one conduction state, with c = cos θ, the sum over the partner band is

(1 + c)/[2v(k − k′)] + (1 − c)/[2v(k + k′)] = (k + ck′)/[v(k² − k′²)].

Let φ now be the angle between k and q. Projecting k + q on the direction of k gives ck′ = k + q cos φ. Also k² − k′² = −q(q + 2k cos φ). The sum is therefore

−(2k + q cos φ)/[vq(q + 2k cos φ)].

The numerator is split as

2k + q cos φ = (q/2k)(q + 2k cos φ) + (4k² − q²)/(2k).

The angular integral needed is J = P∫₀^{2π} dφ/(q + 2k cos φ). With t = tan(φ/2) it becomes

J = P∫_{−∞}^{∞} 2dt/[(q + 2k) + (q − 2k)t²].

If q > 2k, this is 2π/√(q² − 4k²). If q < 2k, it is proportional to P∫dt/(t² − b²), with b² = (2k + q)/(2k − q). The antiderivative ln|(t − b)/(t + b)|/(2b) vanishes at both infinities, and its jumps across the symmetric cuts at ±b vanish with the cut. So J = 0.

The angular integral of the whole expression is

−(1/(vq)) [πq/k + (4k² − q²)J/(2k)] = −(π/(vk)) S(k,q).

Multiplying by 2g/(2π)² and integrating with k dk gives −(g/(2πv))∫dk f S, the stated result for g = 4. For a hole, the state energy is −vk, which reverses the sign of the band sum, and the change of occupation is −f, which reverses it again. ∎

**4. Proof of the theorem**

**(a)** At zero doping the valence band is full and the conduction band empty. Pairs within one band have equal occupations and drop out. The two interband terms are equal:

χ₀ = −(g/(2π)²) I, I = ∫ d²k (1 − cos θ)/[v(k + k′)].

Here k and k′ are the distances of a point of the plane from the foci k = 0 and k = −q. Elliptic coordinates suit this geometry:

k_∥ + q/2 = (q/2) cosh ξ cos η, k_⊥ = (q/2) sinh ξ sin η,

with ξ ≥ 0 and 0 ≤ η < 2π. Then

k = (q/2)(cosh ξ − cos η), k′ = (q/2)(cosh ξ + cos η).

The Jacobian is (q²/4)(sinh²ξ cos²η + cosh²ξ sin²η) = (q²/4)(cosh²ξ − cos²η) = kk′. The cosine rule, q² = k² + k′² − 2kk′cos θ, gives

1 − cos θ = [q² − (k′ − k)²]/(2kk′) = q² sin²η/(2kk′).

The factors kk′ cancel, and k + k′ = q cosh ξ:

I = (q/(2v)) ∫₀^{2π} sin²η dη ∫₀^∞ dξ/cosh ξ = (q/(2v))·π·(π/2) = π²q/(4v).

Both integrals converge, as the scaling argument required. Therefore

χ₀ = −gq/(16v) = −q/(4v),

so C = 1/4, and ε = 1 + (2π/q)(q/(4v)) = 1 + π/(2v).

**(b)** Put f = 1 for k < kF in Lemma 3. If q ≤ 2kF, the square root is integrated over its full range. With 2k/q = sin u,

∫₀^{q/2} √(1 − 4k²/q²) dk = (q/2)∫₀^{π/2} cos²u du = πq/8.

Thus δχ = −(2/(πv))(kF − πq/8) = −2kF/(πv) + q/(4v). The last term cancels the undoped response, leaving −2kF/(πv). This is minus the density of states: n = g·πkF²/(2π)² = kF²/π and E_F = vkF give dn/dE_F = 2kF/(πv).

**(c)** If q > 2kF, the integral stops at kF:

∫₀^{kF} √(1 − 4k²/q²) dk = (q/4)[u + sin u cos u], sin u = 2kF/q,

which equals (q/4)arcsin(2kF/q) + (kF/2)√(1 − 4kF²/q²). Adding the undoped term gives (c). ∎

**Remark (two ends of the doped curve).** For any carriers, Lemma 3 gives

ε(q) = ε₀ + (4/(vq)) ∫dk f(k) S(k,q).

Both 1/q and S fall or stay constant as q rises, so the slowest wave has the largest eigenvalue. For q ≫ 2kF, S ≈ 2k²/q² and ε − ε₀ ≈ 8kF³/(3vq³). A cell much shorter than π/kF therefore behaves as undoped.

**Remark (removing the growth).** At zero temperature, let q_s = 4kF/v and multiply the residual at each q by q/(q + q_s). For q ≤ 2kF the new eigenvalue is 1. For q > 2kF it lies between 1 and ε₀. The lower bound holds because

ε − 1 − q_s/q = (4/(vq))[πq/8 − ∫₀^{kF}√(1 − 4k²/q²)dk] ≥ 0.

The upper bound holds because S ≤ 1 gives ε ≤ ε₀ + q_s/q ≤ ε₀(1 + q_s/q). Within (A1)–(A4), this restores a size-independent range.

**5. Two ways to lose size independence without doping**

**Temperature.** At neutrality, electrons and holes each have f = 1/(e^{vk/kT} + 1), so the carrier term is doubled. For vq ≪ kT, use ∫₀^∞ f dk = kT ln 2/v and, inside the square-root term, f ≈ 1/2 − vk/(4kT). Since ∫₀^{q/2} k√(1 − 4k²/q²)dk = q²/12,

χ₀ ≈ −q/(4v) − (2/(πv))[2kT ln 2/v − πq/8 + vq²/(24kT)]
= −4 ln 2 kT/(πv²) − q²/(12πkT).

The terms linear in q cancel, and

ε ≈ 1 + 8 ln 2 kT/(v²q) + q/(6kT).

At any fixed T > 0, ε thus grows in proportion to L once L is long enough. The undoped value ε₀ belongs to the window vq ≫ kT. Fermi–Dirac smearing in an SCF calculation acts as this temperature.

**Periodic images.** In a three-dimensional periodic cell the sheet repeats at spacing d, with the same in-plane wave on each copy. The potential of one copy obeys φ″ − q²φ = −4πδ(z), so φ = (2π/q)e^{−q|z|}. With x = e^{−qd}, the sum over copies is

(2π/q)(1 + 2x + 2x² + …) = (2π/q)(1 + x)/(1 − x) = (2π/q) coth(qd/2).

This factor multiplies ε − 1. For qd ≪ 1 it is 2/(qd), and

undoped: ε ≈ 1 + π/(vqd) = 1 + L/(2vd),
doped: ε ≈ 1 + 8kF/(vq²d) = 1 + 2kF L²/(π²vd).

The doped line uses (b) and so also needs q ≤ 2kF. For q > 2kF, ε − 1 is taken from (c) and multiplied by the same factor; it tends to the undoped line as kF → 0.

The stack responds to such a wave as a three-dimensional medium. An isolated-sheet (truncated) Coulomb kernel removes this effect.

**6. Worked example**

Take rough graphene values: hopping 2.7 eV and bond length 0.142 nm. The nearest-neighbour band velocity, 3/2 times their product, is v = 0.399 a.u., or 8.74×10⁵ m/s. Then

ε₀ = 1 + 1.5708/0.3994 = 4.93.

Linear mixing is stable for α < 2/4.93 = 0.41. If the rest of the spectrum reaches down to 1, the best α is 0.34 and the error factor 0.66. A reduction by 10⁶ takes ln 10⁻⁶/ln 0.663, about 34 iterations, at every L.

For a doping of 10¹³ cm⁻², kF = √(πn) = 0.5605 nm⁻¹ and E_F = 0.32 eV. The linear law starts at π/kF = 5.6 nm. The 48×48 supercell has L = 10.22 nm and q = 0.6146 nm⁻¹, so

ε = 1 + 4(0.5605)/(0.3994 × 0.6146) = 10.1.

With v, doping and kernel held fixed, the zero-temperature eigenvalues are:

L = 5.11 nm: undoped 4.93, doped 5.69
L = 20.45 nm: undoped 4.93, doped 19.3
L = 81.79 nm: undoped 4.93, doped 74.1

The first doped value lies below the onset and follows (c). At 81.79 nm the mixing limit has fallen to 0.027, and about 512 iterations are needed with the best α. For large ε, ln[(ε − 1)/(ε + 1)] ≈ −2/ε, so the iteration count also grows linearly with L.

Temperature matters in the longest cells. The undoped eigenvalue at 300 K is 4.96 at 10.22 nm but 9.82 at 81.79 nm. In the longer cell vq = (0.3223/0.5605) × 0.0768 = 0.044 eV, against kT = 0.026 eV. The expansion gives 1 + 8.125 + 0.713 = 9.838, close to the full value although vq/kT is not small. With kT = 0.1 eV as smearing, the two eigenvalues are 6.27 and 32.6.

Images 2 nm apart have a larger effect here: the undoped zero-temperature eigenvalue becomes 8.19 at 10.22 nm and 52.3 at 81.79 nm. The doped one reaches 954 in the longer cell.

**7. Checks and real graphene**

One mixing step of a Hartree loop, restricted to one density wave, was run by diagonalization on honeycomb supercells M cells long and one cell wide. Their k mesh is equivalent to 6×6 points for an M×M supercell. Going from M = 8 to M = 16 doubles L. The undoped eigenvalue went from 4.78 to 4.91, so ε − 1 changed by a factor 1.03. With chemical potential 0.4 and kT 0.05 of the hopping, ε − 1 grew by a factor 2.01. The eigenvalues themselves, 6.37 and 11.79, lie about 5% above the values 6.10 and 11.20 of the zero-temperature Dirac formula (b). At this high doping and finite kT the lattice test therefore confirms the scaling with L, and the prefactor only to that accuracy. In the doped M = 16 cell, α at 0.9 and 1.1 times the stability limit gave error factors −0.80 and −1.20: decay and growth.

The response summed over the full π bands differs from −q/(4v) by −0.06% at M = 24 and +0.17% at M = 48. The deviation changes sign between these two sizes, so a straight line through them is a poor guide to q = 0; it gives a ratio of 1.004. Sampling matters more. For M = 48, a single k point per supercell, at (1/2, 1/2) in units of the supercell's reciprocal vectors, gives ε = 4.53. Other positions give other values, some of them above ε₀. A 4×4 mesh, shifted by half a step in both directions, gives 4.93.

The model's velocity is somewhat below 10⁶ m/s, a rough value for real graphene, which would give ε₀ ≈ 4.4. A doping of 10¹³ cm⁻² is high but within reach of gating; at 10¹² cm⁻², kF is smaller by √10 and the linear law starts near 18 nm. For the undoped 10.22 nm cell, the finite thickness of the carbon 2p orbitals changes ε by −0.18 when the orbital is a single Slater function of exponent 1.625. Self-consistent orbitals (Hartree–Fock atomic 2p, LDA π and π* of ethylene) are more diffuse and give −0.21 to −0.22. Screening by σ electrons, modelled as a thin layer that polarizes only along the sheet, with in-plane dielectric constant 2.4 and thickness 0.335 nm (rough values), adds +0.14. Polarization across the layer is left out; in an isotropic slab it would add a further shift of similar size. A local exchange kernel estimated from the π density gives −0.02. In these estimates the shifts vanish in proportion to q at small q. Correlation and crystal local fields are not included.

A sheet lying on a substrate breaks the assumption of vacuum on both sides. Let a thick substrate below the sheet enter the calculation as a continuum of dielectric constant κ_s, with its polarization included in the Coulomb kernel and not in the mixed density. It changes the field-jump condition to (1 + κ_s)qφ = 4π, so the kernel is divided by (1 + κ_s)/2. For κ_s ≈ 4, a rough static value for silica that includes the motion of its ions, ε₀ falls from 4.9 to 1 + 3.93/2.5 ≈ 2.6. With the ions held fixed, κ_s is smaller and ε₀ falls less. It is still independent of L in the same model. The numerical output gives the intermediate cell sizes.

Numbers as computed

```
hopping 2.7 eV, bond 0.142 nm, doping 1.0e+13 cm^-2
velocity v = 0.3994 a.u. = 8.737e+05 m/s
kF = 0.5605 nm^-1, EF = 0.3223 eV
doped linear law starts at L = pi/kF = 5.605 nm
quadrature chi0*v/q, undoped = -0.25000000
undoped eigenvalue 1+pi/(2v) = 4.9330
undoped: alpha limit 0.4054, best alpha 0.3371
undoped: best error factor 0.6629, iterations to 1e-6: 33.6
thermal energy at 300 K = 0.02585 eV; smearing kT = 0.1 eV; image spacing = 2.0 nm
Eigenvalues (dimensionless): U undoped, D doped, T undoped 300 K,
S undoped smeared, UI undoped + images, DI doped + images
M=24 L=5.11 nm q=1.2291 nm^-1: U 4.933 D 5.689 T 4.937 S 5.172 UI 5.669 DI 6.57
   doped: alpha limit 0.3516, best alpha 0.2990, iterations to 1e-6: 38.9
M=48 L=10.22 nm q=0.6146 nm^-1: U 4.933 D 10.134 T 4.964 S 6.273 UI 8.186 DI 17.69
   doped: alpha limit 0.1973, best alpha 0.1796, iterations to 1e-6: 69.8
M=96 L=20.45 nm q=0.3073 nm^-1: U 4.933 D 19.269 T 5.196 S 9.576 UI 14.200 DI 62.31
   doped: alpha limit 0.1038, best alpha 0.0987, iterations to 1e-6: 133.0
M=192 L=40.90 nm q=0.1536 nm^-1: U 4.933 D 37.538 T 6.369 S 17.080 UI 26.800 DI 240.69
   doped: alpha limit 0.0533, best alpha 0.0519, iterations to 1e-6: 259.2
M=384 L=81.79 nm q=0.0768 nm^-1: U 4.933 D 74.076 T 9.821 S 32.612 UI 52.299 DI 954.14
   doped: alpha limit 0.0270, best alpha 0.0266, iterations to 1e-6: 511.7
Neglected effects at M=48 (changes of the undoped eigenvalue):
  full pi bands: eigenvalue 4.9396, change +0.0065
  orbital thickness -0.1834, sigma electrons (rough) +0.1441, local exchange -0.0183
  doped, 300 K: Dirac 10.1357, full pi bands 10.1792
  k mesh 1x1 per supercell: undoped eigenvalue 4.5280
  k mesh 2x2 per supercell: undoped eigenvalue 4.8861
  k mesh 4x4 per supercell: undoped eigenvalue 4.9337
lattice/Dirac chi0: M=24 0.99943, M=48 1.00166, extrapolated 1.00390
Hartree loop, undoped: M=8 4.7782, M=16 4.9065
Hartree loop, doped (mu=0.4 t, kT=0.05 t): M=8 6.3747, M=16 11.7912
growth of eps-1 on doubling L: undoped 1.0340, doped 2.0078
error factor at 0.9 and 1.1 of the alpha limit: -0.8000, -1.2000
```
